# Ionisation of a full hydrogen shell by a sudden momentum kick: a program that tests the result

```python
# Impulsive kick p -> p + q z on a full hydrogen shell n (atomic units, H = p^2/2 - 1/r).
# Symbols: p0 = 1/n, s = n q, x = (1-s^2)/(2s), phi = 2 arctan s.
# Result under test: microcanonical density rho(p) = 8 p0^5/(pi^2 (p^2+p0^2)^4) and classical
# ionisation probability P(s) = [phi - sin cos - (2/3) sin^3 cos]/pi, with P(1) = 1/2.
# Also tested: the quantum shell has the same rho, but its ionisation probability is not 1/2.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, spherical_jn, eval_legendre, zeta
from scipy.constants import physical_constants as pc
pi = np.pi

def rho(p, n): return 8/n**5/(pi**2*(p*p + 1/n**2)**4)
def marginal(pz, n): return 8/n**5/(3*pi*(pz*pz + 1/n**2)**3)
def prob(s):
    f = 2*np.arctan(s)
    return (f - np.sin(f)*np.cos(f) - 2/3*np.sin(f)**3*np.cos(f))/pi
def prob_x(s):
    x = (1 - s*s)/(2*s)
    return 0.5 - (np.arctan(x) + x/(1 + x*x) + 2*x/(3*(1 + x*x)**2))/pi

# density from d/dE of the position volume with H < E (root finding, finite difference)
def shell_weight(p, n):
    E = -0.5/n**2
    h = 1e-4*(p*p/2 - E)
    vol = lambda e: 4*pi/3*np.exp(3*brentq(lambda y: p*p/2 - np.exp(-y) - e, -40, 40, xtol=1e-14))
    return (vol(E + h) - vol(E - h))/(2*h)
n = 3
t, w = np.polynomial.legendre.leggauss(60)
t, w = (t + 1)*pi/4, w*pi/4
total = sum(wi*4*pi*(np.tan(ti)/n)**2*shell_weight(np.tan(ti)/n, n)/(n*np.cos(ti)**2) for ti, wi in zip(t, w))
assert abs(total/(2*pi)**3/n**5 - 1) < 1e-6
for p in (0.0, 0.2, 1.0):
    assert abs(shell_weight(p, n)/total/rho(p, n) - 1) < 1e-6
print(f"phase-space density of states, n=3: {total/(2*pi)**3:.4f} per hartree")

# marginal and P from nested quadrature of rho over the ionising half space
transverse = lambda pz: quad(lambda k: 2*pi*k*rho(np.hypot(k, pz), n), 0, np.inf, epsabs=1e-12)[0]
for pz in (0.0, 0.3, 1.1):
    assert abs(transverse(pz) - marginal(pz, n)) < 1e-8
for s in (0.3, 0.5, 1.0, 2.0):
    q = s/n
    cut = (0.5/n**2 - q*q/2)/q
    val = quad(transverse, cut, cut + 2)[0] + quad(transverse, cut + 2, np.inf)[0]
    assert abs(val - prob(s)) < 1e-7 and abs(val - prob_x(s)) < 1e-7
    assert abs(prob(s) + prob(1/s) - 1) < 1e-12
slope = (prob(1 + 1e-5) - prob(1 - 1e-5))/2e-5
assert abs(slope - 8/(3*pi)) < 1e-8
assert abs(prob(0.02)/(256*0.02**5/(15*pi)) - 1) < 2e-3
assert abs((1 - prob(50.))/(256/(15*pi*50.**5)) - 1) < 2e-3

# Kepler orbits: energy after the kick computed directly from position and momentum
def energy_after(n, e, u, k, q):
    b, d = np.sqrt(1 - e*e), 1 - e*np.cos(u)
    r = n*n*np.hypot(np.cos(u) - e, b*np.sin(u))
    px, py = -np.sin(u)/(n*d), b*np.cos(u)/(n*d)
    return ((px + q*k[0])**2 + (py + q*k[1])**2 + (q*k[2])**2)/2 - 1/r
rng = np.random.default_rng(7)
n, M = 50, 2000000
e, u = np.sqrt(1 - rng.random(M)), 2*pi*rng.random(M)      # L^2 uniform
keep = 2*rng.random(M) < 1 - e*np.cos(u)                   # uniform in time
e, u = e[keep], u[keep]
k = rng.normal(size=(3, e.size)); k /= np.linalg.norm(k, axis=0)
uc = 2*pi*rng.random(e.size)
print(f"Monte Carlo orbits: {e.size}")
for s in (0.5, 1.0, 2.0):
    mc = np.mean(energy_after(n, e, u, k, s/n) > 0)
    sig = np.sqrt(mc*(1 - mc)/e.size)
    assert abs(mc - prob(s)) < 5*sig
    circ = np.mean(energy_after(n, 0.0, uc, k, s/n) > 0)
    assert abs(circ - (1 - (1 - s*s)/(2*s))/2) < 2.5e-3
    print(f"s={s}: MC shell P={mc:.4f} +- {sig:.4f}, MC circular P={circ:.4f}")
ecc = 0.6
ug = (np.arange(200000) + 0.5)*2*pi/200000
oriented = np.mean((1 - ecc*np.cos(ug))*(energy_after(n, ecc, ug, (0, 1, 0), 1/n) > 0))
assert abs(oriented - (0.5 - ecc/pi)) < 1e-4
print(f"oriented orbit e={ecc}, s=1: P={oriented:.4f}")

# stereographic projection: chord, surface element, kernel eigenvalue
p0 = 0.4
proj = lambda p: np.append(2*p0*p, p@p - p0*p0)/(p@p + p0*p0)
a, b = rng.normal(size=3), rng.normal(size=3)
assert abs(np.sum((proj(a) - proj(b))**2) - 4*p0**2*np.sum((a - b)**2)/((a@a + p0**2)*(b@b + p0**2))) < 1e-12
jac = np.array([(proj(a + 1e-5*d) - proj(a - 1e-5*d))/2e-5 for d in np.eye(3)])
assert abs(np.sqrt(np.linalg.det(jac@jac.T))/(2*p0/(a@a + p0**2))**3 - 1) < 1e-7
for m in (1, 2, 5):   # zonal harmonic sin(m c)/sin c, value m at the pole
    integral = quad(lambda c: 4*pi*np.sin(c)*np.sin(m*c)/(2 - 2*np.cos(c)), 0, pi)[0]
    assert abs(m/(2*pi**2)*integral - m) < 1e-7

# quantum shell
xg, wg = np.polynomial.legendre.leggauss(400)
def grid(n):
    top = np.sqrt(2*n*n + 30*n)
    x = (xg + 1)*top/2
    return x*x, wg*top*x
def u_rad(ns, l, r):
    ns = np.atleast_1d(ns).astype(np.int64)[:, None]
    z = 2*r[None, :]/ns
    lg = 0.5*(gammaln(ns - l) - gammaln(ns + l + 1)) - np.log(ns) + (l + 1)*np.log(z) - z/2
    return np.exp(lg)*eval_genlaguerre(ns - l - 1, float(2*l + 1), z)
for n in (1, 2, 3, 4):
    r, wr = grid(n)
    for l in range(n):
        ul = u_rad(n, l, r)[0]
        assert abs(wr@ul**2 - 1) < 1e-9
        assert abs(2*(-0.5/n**2 + wr@(ul**2/r)) - 1/n**2) < 1e-9
    for p in (0.1/n, 1/n, 2.5/n):
        dens = sum((2*l + 1)/(4*pi)*2/pi*(wr@(u_rad(n, l, r)[0]*r*spherical_jn(l, p*r)))**2 for l in range(n))/n**2
        assert abs(dens/rho(p, n) - 1) < 1e-6

cx, cw = np.polynomial.legendre.leggauss(80)
leg = np.array([eval_legendre(L, cx) for L in range(50)])
def quantum_prob(n, q):
    r, wr = grid(n)
    nmax, lmax = max(48, 12*n), 3*n + 10
    bess = [spherical_jn(L, q*r) for L in range(lmax + n)]
    init = [u_rad(n, l, r)[0]*wr for l in range(n)]
    pop = np.zeros(nmax + 1)
    for lf in range(lmax + 1):
        ns = np.arange(lf + 1, nmax + 1)
        fin, part = u_rad(ns, lf, r), np.zeros(ns.size)
        for l in range(n):
            for L in range(abs(l - lf), l + lf + 1, 2):
                ang = (2*l + 1)*(2*lf + 1)*(2*L + 1)*0.5*(cw@(leg[l]*leg[L]*leg[lf]))
                part += ang*(fin@(init[l]*bess[L]))**2/n**2
        pop[ns] += part
    assert part.sum() < 1e-7                     # highest l' kept is negligible
    def with_tail(N):
        m = np.arange(N//2, N + 1)
        c = np.polyfit((N/m)**2, pop[m]*m**3., 3)[::-1]
        return 1 - pop[:N + 1].sum() - sum(c[j]*float(N)**(2*j)*zeta(3 + 2*j, N + 1) for j in range(4))
    assert abs(with_tail(nmax) - with_tail(3*nmax//4)) < 1e-5
    return with_tail(nmax)
def bethe_1s(q):   # closed-form 1s -> shell m form factors, summed explicitly
    m = np.arange(1., 200001.)
    A, B = (m - 1)**2 + (q*m)**2, (m + 1)**2 + (q*m)**2
    return 1 - np.sum(256*q*q*m**7*((m*m - 1)/3 + (q*m)**2)*np.exp(m*np.log1p(-4*m/B))/(A*B)**3)
PQ = {n: quantum_prob(n, 1/n) for n in (1, 2, 3, 4, 6, 8)}
for n in PQ:
    print(f"quantum n={n}, s=1: P_Q={PQ[n]:.4f}, P_Q-1/2={PQ[n] - 0.5:+.4f}")
assert abs(PQ[1] - bethe_1s(1.0)) < 1e-6
assert abs(PQ[1] - 0.5) > 0.03 and abs(PQ[8] - 0.5) < abs(PQ[1] - 0.5)/3
for s in (0.5, 2.0):
    q1, q8 = quantum_prob(1, s), quantum_prob(8, s/8)
    assert abs(q1 - bethe_1s(s)) < 1e-6 and abs(q8 - prob(s)) < 0.02
    print(f"quantum s={s}: P_Q(n=1)={q1:.4f}, P_Q(n=8)={q8:.4f}")
lo, hi = quantum_prob(1, 0.05), quantum_prob(1, 0.1)
assert abs(hi/lo - 4) < 0.2 and hi > 20*prob(0.1)
print(f"n=1: P_Q(q=0.05)={lo:.4e}, P_Q(q=0.1)={hi:.4e}, ratio={hi/lo:.3f}")
print(f"classical P(0.05)={prob(0.05):.4e}, P(0.1)={prob(0.1):.4e}, ratio={prob(0.1)/prob(0.05):.2f}")

# worked example
n = 50
t_au, f_au = pc['atomic unit of time'][0], pc['atomic unit of electric field'][0]
print(f"example n={n}: p0 = q_half = {1/n:.4f} a.u.")
print(f"binding energy = {0.5/n**2:.3e} hartree = {0.5/n**2*pc['Hartree energy in eV'][0]*1e3:.3f} meV")
print(f"Kepler period = {2*pi*n**3:.4e} a.u. = {2*pi*n**3*t_au*1e12:.2f} ps")
print(f"q_half = {pc['atomic unit of momentum'][0]/n:.4e} kg m/s")
print(f"field impulse = {f_au*t_au/n:.4e} V s/m = {f_au*t_au/n*1e7:.3f} kV ps/cm")
for s in (0.5, 1.0, 2.0):
    f = 2*np.arctan(s)
    x = (1 - s*s)/(2*s)
    print(f"s={s}: q={s/n:.4f} a.u., x={x:+.4f}, p_z cut={x/n:+.4f} a.u., phi={f:.5f} rad")
    print(f"   sin={np.sin(f):.4f}, cos={np.cos(f):+.4f}, sin cos={np.sin(f)*np.cos(f):+.4f}, "
          f"(2/3)sin^3 cos={2/3*np.sin(f)**3*np.cos(f):+.4f}, P={prob(s):.5f}")
s10 = brentq(lambda s: prob(s) - 0.1, 0.1, 1, xtol=1e-14)
s90 = brentq(lambda s: prob(s) - 0.9, 1, 10, xtol=1e-14)
assert abs(s10*s90 - 1) < 1e-10
print(f"s(10%)={s10:.4f}, s(90%)={s90:.4f}; q={s10/n:.5f}, {s90/n:.5f} a.u.")
print(f"slope dP/ds at s=1: {slope:.4f}; small-s coefficient 256/(15 pi)={256/(15*pi):.4f}")
print("tests ok")
```

Running it gives:

```
phase-space density of states, n=3: 243.0000 per hartree
Monte Carlo orbits: 999487
s=0.5: MC shell P=0.0776 +- 0.0003, MC circular P=0.1254
s=1.0: MC shell P=0.5012 +- 0.0005, MC circular P=0.5002
s=2.0: MC shell P=0.9229 +- 0.0003, MC circular P=0.8751
oriented orbit e=0.6, s=1: P=0.3090
quantum n=1, s=1: P_Q=0.4465, P_Q-1/2=-0.0535
quantum n=2, s=1: P_Q=0.4730, P_Q-1/2=-0.0270
quantum n=3, s=1: P_Q=0.5006, P_Q-1/2=+0.0006
quantum n=4, s=1: P_Q=0.5088, P_Q-1/2=+0.0088
quantum n=6, s=1: P_Q=0.4986, P_Q-1/2=-0.0014
quantum n=8, s=1: P_Q=0.4990, P_Q-1/2=-0.0010
quantum s=0.5: P_Q(n=1)=0.0974, P_Q(n=8)=0.0715
quantum s=2.0: P_Q(n=1)=0.9147, P_Q(n=8)=0.9231
n=1: P_Q(q=0.05)=7.1201e-04, P_Q(q=0.1)=2.8895e-03, ratio=4.058
classical P(0.05)=1.6826e-06, P(0.1)=5.2429e-05, ratio=31.16
example n=50: p0 = q_half = 0.0200 a.u.
binding energy = 2.000e-04 hartree = 5.442 meV
Kepler period = 7.8540e+05 a.u. = 19.00 ps
q_half = 3.9857e-26 kg m/s
field impulse = 2.4877e-07 V s/m = 2.488 kV ps/cm
s=0.5: q=0.0100 a.u., x=+0.7500, p_z cut=+0.0150 a.u., phi=0.92730 rad
   sin=0.8000, cos=+0.6000, sin cos=+0.4800, (2/3)sin^3 cos=+0.2048, P=0.07719
s=1.0: q=0.0200 a.u., x=+0.0000, p_z cut=+0.0000 a.u., phi=1.57080 rad
   sin=1.0000, cos=+0.0000, sin cos=+0.0000, (2/3)sin^3 cos=+0.0000, P=0.50000
s=2.0: q=0.0400 a.u., x=-0.7500, p_z cut=-0.0150 a.u., phi=2.21430 rad
   sin=0.8000, cos=-0.6000, sin cos=-0.4800, (2/3)sin^3 cos=-0.2048, P=0.92281
s(10%)=0.5381, s(90%)=1.8582; q=0.01076, 0.03716 a.u.
slope dP/ds at s=1: 0.8488; small-s coefficient 256/(15 pi)=5.4325
tests ok
```
